# Two-patch valence-bond DMFT: antinodal quasiparticle gap of a doped dimer singlet

**Question**

I am trying to set up valence-bond DMFT for the square-lattice Hubbard model with two momentum patches, one nodal and one antinodal. I know that the impurity should be a dimer whose bonding and antibonding orbitals represent the patches, but I cannot get from there to an antinodal insulator at finite doping. Three things block me:

1. What are the impurity levels and the interaction in the bonding–antibonding basis?
2. The dimer singlet contains antibonding electrons. How can the antinodal patch be insulating if it is occupied?
3. Does singlet formation really cause the effect, and up to what doping does it last? I would like numbers for something like \(U=8t\), \(t'=-0.4t\).

**Answer**

The physical electrons and the quasiparticles of a patch have to be counted separately. I use the rotationally invariant slave-boson (Gutzwiller) saddle point as impurity solver, at zero temperature, for uniform states without magnetic or superconducting order. "Insulating" then means that the patch has no quasiparticles at the Fermi level and that adding one costs energy. Lifetimes and Hubbard-band spectra are outside this solver, so the critical doping below belongs to this approximation and not to VB-DMFT solved without it.

### 1. From patches to a dimer

Take

\[
\varepsilon(\mathbf k)=-2t(\cos k_x+\cos k_y)-4t'\cos k_x\cos k_y .
\]

The nodal patch \(P_+\) is the square \(|k_x|,|k_y|<\pi/\sqrt2\). Its area \(2\pi^2\) is half the zone. The rest is \(P_-\), which contains \((\pi,0)\). With a self-energy constant in each patch,

\[
G_a(\omega)=\int\! d\varepsilon\,\frac{\rho_a(\varepsilon)}{\omega+\mu-\varepsilon-\Sigma_a(\omega)},\qquad a=\pm,
\]

where \(\rho_a\) is normalized to one per spin. The impurity must reproduce \(G_a\), so its hybridization function is

\[
\Gamma_a=\omega+\mu-\bar\varepsilon_a-\Sigma_a-G_a^{-1}.
\]

The level is the patch mean \(\bar\varepsilon_a\): expanding \(G_a^{-1}\) at large \(\omega\) gives \(\omega+\mu-\Sigma_a-\bar\varepsilon_a-O(1/\omega)\), and \(\Gamma_a\) then vanishes at high frequency, as a bath must.

The average of \(\cos k\) over \(|k|<\pi/\sqrt2\) is \(m=\sin(\pi/\sqrt2)/(\pi/\sqrt2)=0.358\). Hence

\[
\bar\varepsilon_+=-4tm-4t'm^2=-1.2275\,t,\qquad \bar\varepsilon_-=-\bar\varepsilon_+,
\]

because the mean over the whole zone is zero. These are the levels of a dimer with hopping \(t_\perp=1.2275\,t\).

For the interaction, write the site operators as \(d_{1,2}=(c_+\pm c_-)/\sqrt2\). Then

\[
n_{1,2\,\sigma}=\tfrac12(N_\sigma\pm X_\sigma),\quad
N_\sigma=\sum_a c^\dagger_{a\sigma}c_{a\sigma},\quad
X_\sigma=c^\dagger_{+\sigma}c_{-\sigma}+\text{h.c.}
\]

In the sum over sites the cross terms cancel:

\[
U\sum_{j}n_{j\uparrow}n_{j\downarrow}=\frac U2\left(N_\uparrow N_\downarrow+X_\uparrow X_\downarrow\right).
\]

The second term moves pairs between the orbitals. On \(|{+}{+}\rangle,|{-}{-}\rangle\), with both electrons in one orbital, the local Hamiltonian is

\[
\begin{pmatrix}-2t_\perp+U/2&U/2\\U/2&2t_\perp+U/2\end{pmatrix},
\qquad E_S=\frac U2-\sqrt{\frac{U^2}{4}+4t_\perp^2}.
\]

A triplet has one electron in each orbital. For parallel spins one of \(N_\uparrow,N_\downarrow\) is zero and so is the interaction; by spin symmetry the triplet energy is zero. For \(U=8t\), \(E_S=(4-4.693)t=-0.693t\). The weight of \(|{+}{+}\rangle\) in this singlet is \(\alpha^2=\tfrac12(1+2.455/4.693)=0.76\). The rest is \(|{-}{-}\rangle\), so antibonding electrons are indeed present.

### 2. Separating electrons from quasiparticles

The self-consistency sees the lattice through \(\rho_\pm\) alone. It is therefore single-site DMFT for a lattice with two orbitals, densities \(\rho_\pm\), and the dimer interaction on each site. Use the trial state \(\prod_iP_i|\Psi_0\rangle\), where \(\Psi_0\) fills quasiparticle bands to \(\Delta_a\) per spin. Let \(A,B\) label physical dimer states, \(n,m\) quasiparticle states, and \(p_n\) the probability of \(n\) in \(\Psi_0\). Define \(\phi_{An}=P_{An}\sqrt{p_n}\), taken real, with

\[
\operatorname{Tr}\phi^T\phi=1,\qquad \operatorname{Tr}(\phi^T\phi\,f_a^\dagger f_a)=\Delta_a .
\]

In the large-coordination limit one line connects different sites, so \(P^\dagger c_a^\dagger P\) acts as \(R_af_a^\dagger\). To find \(R_a\), contract with \(f_a\):

\[
R_a\Delta_a=\langle P^\dagger c_a^\dagger Pf_a\rangle_0
=\sum\sqrt{\frac{p_n}{p_m}}\;\phi_{An}(c_a^\dagger)_{AB}\phi_{Bm}(f_a)_{mn}.
\]

Here \(n\) has the quasiparticle level filled and \(m\) has it empty, so \(p_n/p_m=\Delta_a/(1-\Delta_a)\). With \(h_a=\operatorname{Tr}(\phi^Tc_a^\dagger\phi f_a)\),

\[
R_a=\frac{h_a}{\sqrt{\Delta_a(1-\Delta_a)}},\qquad Z_a=R_a^2 .
\]

Let \(T_a(\Delta_a)\) be the energy of the lowest fraction \(\Delta_a\) of patch \(a\), measured from \(\bar\varepsilon_a\). With two spins, the energy per dimer is

\[
E=\operatorname{Tr}(\phi^TH_{\rm loc}\phi)+2\sum_a g_ah_a^2,\qquad
g_a(\Delta_a)=\frac{T_a(\Delta_a)}{\Delta_a(1-\Delta_a)} .
\]

A quasiparticle level \(\ell_a\) gives \(\Sigma_a=\mu-\bar\varepsilon_a+\omega(1-1/Z_a)+\ell_a/Z_a\), which depends on the patch only, as VB-DMFT requires. At \(U=0\) and \(\delta=0.2\) holes per site, minimizing \(E\) gives \(-2.9474t\) per dimer, the same as directly filling the zone.

The matrix \(\phi\) conserves charge, spin and reflection parity, but not the number of electrons in each orbital. It can connect physical \(|{-}{-}\rangle\) to quasiparticle \(|{+}{+}\rangle\). This resolves your second point: an antibonding electron need not be an antinodal quasiparticle.

Ten spin multiplets connected to themselves, plus two cross terms between \(|{+}{+}\rangle\) and \(|{-}{-}\rangle\), leave 12 amplitudes \(x\). Write \(h_a=x^TK_ax\), \(\Delta_a=x^TD_ax\) and \(\operatorname{Tr}(\phi^TH_{\rm loc}\phi)=x^T\mathcal Hx\). Differentiating \(E\) at fixed norm and fixed \(x^TNx=2(1-\delta)\), with \(N=2(D_++D_-)\), gives

\[
\mathcal A x=(\mu N+\Lambda)x,\quad
\mathcal A=\mathcal H+\sum_a\left(4g_ah_aK_a+2g_a'h_a^2D_a\right).
\]

This is an impurity problem with one bath level per patch. The \(K_a\) term is a hybridization \(V_a=g_ah_a\), since two spins and two Hermitian-conjugate terms give \(4V_ah_a\). The \(D_a\) terms, including \(-\mu N\), are \((g_a'h_a^2-\mu)\) times the quasiparticle number. A bath electron represents a missing quasiparticle, so the bath level is \(\mu-g_a'h_a^2\). At the two dopings tested, 0.06 and 0.35, exact diagonalization of this dimer-plus-bath model reproduces the multiplier \(\Lambda\) (in \(t\)), the fillings and the overlaps \(h_a\) to better than \(10^{-8}\).

### 3. The state with an empty antinodal quasiparticle band

Set \(\Delta_-=0\), \(\Delta_+=1-\delta\). Four amplitudes survive: \(e\) for the empty dimer, \(b\) for one bonding electron, and \(s_1,s_2\) for physical \(|{+}{+}\rangle,|{-}{-}\rangle\), both paired with quasiparticle \(|{+}{+}\rangle\). With \(s^2=s_1^2+s_2^2\),

\[
e^2+b^2+s^2=1,\qquad \tfrac12b^2+s^2=1-\delta .
\]

Eliminating \(s^2\), then \(b^2\), gives

\[
b^2=2(\delta-e^2),\qquad s^2=1-2\delta+e^2\ \ge\ 1-2\delta .
\]

At small doping the dimer is thus mostly in the even-singlet sector. The physical antinodal occupation is \(2s_2^2\), not zero. The nodal patch stays metallic, because its band is partly empty and

\[
h_+=\frac{b(e+s_1)}{\sqrt2}
\]

is finite. The two terms are the transitions from empty to one electron and from one electron to the pair; each contains \(b/\sqrt2\) because \(b\) is shared by two spins.

This state is stationary at every doping. Reversing the sign of all amplitudes with one antinodal quasiparticle changes \(h_-\) to \(-h_-\) and leaves \(E\) unchanged, so \(E\) has no linear term in them. Amplitudes with two such quasiparticles also have no linear term, because \(\mathcal A\) conserves the antinodal quasiparticle number when \(h_-=0\). Whether the state is a minimum is a separate matter.

### 4. The cost of one antinodal quasiparticle

Let \(x_0\) be this state and \(v\) a unit vector with one antinodal quasiparticle. Insert \(x=\sqrt{1-\eta^2}\,x_0+\eta v\). To leading order \(\Delta_-=\eta^2/2\) and \(h_-=2\eta\,v^Tw\), with \(w=K_-x_0\). Therefore

\[
\frac{\delta(E-\mu N)}{\eta^2}
=v^T(\mathcal A-\mu N-\Lambda)v+8g_-(0)(v^Tw)^2 .
\]

The \(-\Lambda\) comes from the reduced weight of \(x_0\). The last term is \(2g_-h_-^2/\eta^2\), and \(g_-(0)\) is the bottom of the antinodal band relative to its mean, \((-1.758-1.2275)t=-2.99t\). The minimum over \(v\) is an eigenvalue \(s_{\rm qp}\), the energy to add one antinodal quasiparticle at fixed \(\mu\). Positive \(s_{\rm qp}\) means a gap. Local stability also requires that modes with two antinodal quasiparticles cost energy; at \(U=8t\) their lowest cost is positive at the dopings sampled from \(10^{-4}\) to 0.115, and is \(1.00t\) at \(\delta=0.06\).

**Limit \(\delta\to0\).** Here \(b,e,h_+\to0\), and the singlet row of the stationarity equation gives \(2\mu+\Lambda=E_S\). A triplet paired with one nodal and one antinodal quasiparticle also has two electrons, so it costs

\[
0-(2\mu+\Lambda)=-E_S=0.693\,t .
\]

This is the singlet–triplet splitting. The competing mode puts three electrons on the dimer, and its cost needs \(\mu\). The row for \(b\) gives \(\bar\varepsilon_+-\mu-\Lambda+g_+(1)\alpha^2=0\), where \(g_+(1)=-(3.010+1.2275)t=-4.24t\) is minus the height of the nodal band top above its mean. (The program prints 2.992 for the top because its grid points stop just short of the patch corner.) With \(\Lambda=E_S-2\mu\),

\[
\mu=E_S-\bar\varepsilon_+-g_+(1)\alpha^2=3.76\,t .
\]

The three-electron energy is \(U+\bar\varepsilon_+=6.77t\), so this mode costs \(6.77t-E_S-\mu+g_-(0)\alpha^2\approx1.4t\). The single antibonding electron (\(\bar\varepsilon_-+\mu-E_S\approx5.7t\)) and the odd singlet (\(U-E_S\approx8.7t\)) cost still more. Near half filling the cost of one antinodal quasiparticle is therefore set by singlet binding. The electron weight \(h_-^2/\Delta_-\) of this mode vanishes in proportion to \(\delta\), so in the strict limit it is a singlet–triplet scale with no photoemission weight. The prefactor is about 100, however, and the linear law sets in only near \(\delta\sim10^{-4}\) (weight divided by \(\delta\) is 65 at \(10^{-3}\) and 94 at \(10^{-4}\)); the weight is already 0.29 at \(\delta=0.02\) and 0.41 at 0.06. This is also not the softest local mode in the limit. The singlet paired with quasiparticle \(|{-}{-}\rangle\) costs \(E_S-(2\mu+\Lambda)\), which vanishes as \(\sqrt\delta\): \(0.04t\), \(0.12t\) and \(0.40t\) at \(\delta=10^{-4}\), \(10^{-3}\) and \(10^{-2}\). The square root comes from the patch geometry. The nodal band top is a corner, where the hole fraction grows as the square of the depth below the top, so \(g_+'\propto-\delta^{-1/2}\). With \(h_+^2\propto\delta\), the term \(-2g_+'h_+^2\) scales as \(\sqrt\delta\) and supplies almost all of the cost at small \(\delta\). For a flat nodal density of states the cost would be linear in \(\delta\). That mode has \(h_-=0\) and adds no electron weight.

**Finite \(\delta\).** Holes let the triplet gain kinetic energy. An antinodal quasiparticle can arrive on a dimer with one bonding electron. For an arriving up spin, the bonding-up case overlaps fully with a triplet and the bonding-down case with probability one half:

\[
h_-=\frac{b}{\sqrt2}\frac{v_T}{\sqrt3}\left(1+\frac12\right)=\sqrt{\tfrac38}\;b\,v_T .
\]

For \(v_T=1\) and \(b^2\approx2\delta\), the kinetic term is \(2g_-(0)\cdot\tfrac38\cdot2\delta\approx-4.5\,\delta\,t\). This term alone does not lower the gap. The nodal motion raises the triplet cost by more, so a pure triplet costs \(0.95t\) at \(\delta=0.02\) and \(1.10t\) at \(\delta=0.06\). The fall of \(s_{\rm qp}\) comes from mixing. The triplet couples to the three-electron state through nodal and antinodal hopping elements that both grow as \(\sqrt\delta\) at small \(\delta\), and without that state the cost stays near \(0.9t\) from \(\delta=0.02\) to 0.115. These two states alone give \(0.34t\) at \(\delta=0.06\) and \(0.31t\) at 0.115, so they do not close the gap. Admixing the single antibonding electron, despite its small weight, lowers the cost to \(0.07t\) at 0.115 and to \(-0.02t\) at 0.20. The odd singlet supplies the remainder and brings the closing down to 0.116. The critical doping therefore needs the full eigenvalue.

### 5. Numbers for \(U=8t\), \(t'=-0.4t\)

The table gives \(s_{\rm qp}\) for the selective state (\(\Delta_-=0\)); a finer momentum mesh lowers these values by up to \(0.001t\). The other columns describe the lowest uniform state found by minimizing over all 12 amplitudes. "Singlet weight" is the weight of the isolated dimer's ground singlet from section 1.

| \(\delta\) | \(s_{\rm qp}/t\) | \(\Delta_-\) | singlet weight | triplet weight |
|---|---|---|---|---|
| 0.02 | 0.402 | 0 | 0.960 | 0 |
| 0.05 | 0.206 | 0 | 0.902 | 0 |
| 0.08 | 0.092 | 0 | 0.844 | 0 |
| 0.11 | 0.013 | 0.193 | 0.400 | 0.278 |
| 0.14 | −0.046 | 0.199 | 0.346 | 0.289 |
| 0.20 | −0.131 | 0.200 | 0.259 | 0.292 |

At \(\delta=0.06\) the singlet weight is 0.88, close to \(1-2\delta=0.88\). The patch has 0.40 physical electrons per dimer and no quasiparticles. Adding one costs \(0.163t\), and a small finite displacement in the full energy gives the same value. The nodal patch is metallic, with \(Z_+=0.79\).

The gap closes locally at \(\delta_c=0.116\), but the ground state changes earlier, at \(\delta\approx0.084\) (resolved to \(\pm0.001\); interpolating the energy difference of the two states gives 0.085). The row at 0.11 shows why the two differ: the selective state is still stable against adding one antinodal quasiparticle, yet a distant metallic state with \(\Delta_-=0.19\) is lower. The transition is a jump, not a continuous filling of the antinodal band.

A jump at fixed doping also implies phase separation. Since \(dE/d\delta=-2\mu\), the metallic energy can cross below the other only if \(\mu_{\rm met}>\mu_{\rm sel}\) there. The chemical potentials are 2.425 and 2.053 (in \(t\)) at \(\delta=0.05\) and 0.08 in the selective state, and 1.960 and 1.659 at 0.11 and 0.14 in the metal. Linear extrapolation to 0.084 gives \(\mu_{\rm sel}\approx2.00t\) and \(\mu_{\rm met}\approx2.22t\), with slopes of about \(-12.4t\) and \(-10.0t\). For two parabolas that cross at 0.084, a common tangent at \(\mu^*\) requires

\[
\frac{(\mu^*-\mu_{\rm sel})^2}{12.4}=\frac{(\mu_{\rm met}-\mu^*)^2}{10.0},
\]

so \(\mu^*\approx2.12t\), and the mixture extends roughly from \(\delta=0.075\) to 0.095. Below that window the uniform antinodal insulator survives in this estimate.

### 6. Is the singlet the cause?

For local stability, yes. At \(\delta_c\) the softening mode is 78% triplet and 17% three-electron state. Now lower the triplet energy to \(E_S\), with everything else held fixed. The selective state contains no triplet and does not change, but at \(\delta=0.06\) its cost \(s_{\rm qp}\) falls from \(+0.163t\) to \(-0.394t\). It is then already unstable at \(\delta=0.01\), the lowest doping examined. Without singlet binding the gap is lost at these dopings. Most of this change is simply \(E_S\) times the triplet weight of the mode, so the test shows that binding is needed, not that it fixes the range of the gap: from \(U=7t\) to \(14t\), \(|E_S|\) falls from \(0.78t\) to \(0.42t\) while \(\delta_c\) rises from 0.05 to 0.20. These are limits of local stability only; at \(U=7t\) a metallic state already lies lower at half filling.

The jump at 0.084 is a competition between two distinct states. The singlet weight collapses across it, but the comparison with a degenerate triplet addresses local stability and does not by itself explain where the jump falls.

### 7. Where this fails

The result needs a large enough \(U\). At \(U=7.5t\) and \(\delta=0.04\), a state with \(\Delta_-=0.21\) already lies \(0.009t\) per dimer below the selective one, so there the antinodal patch is metallic. At half filling the metallic and singlet energies cross at \(U\approx7.6t\), and at \(U=7.75t\) the crossing doping is about 0.06, so \(U=8t\) lies just above the threshold. Larger \(U\) does not widen the range indefinitely: the crossing with the metallic state is at roughly \(\delta=0.15\), 0.14 and 0.11 for \(U=10t\), \(14t\) and \(20t\).

The sharp patch boundary also matters. The top of the nodal band lies at the patch corner \((\pi/\sqrt2,\pi/\sqrt2)\), so the first holes go there and not to \((\pi/2,\pi/2)\). The antinodal minimum is at the boundary point \((\pi/\sqrt2,0)\), at \(-1.758t\), below \(\varepsilon(\pi,0)=4t'=-1.6t\). Since \(s_{\rm qp}\) is the cost at this minimum, its value depends on where the boundary is drawn, as does the shape of the Fermi surface. The boundary also sets \(t_\perp\), and the effect is large. A circular nodal patch of the same area gives \(t_\perp=1.47t\), \(E_S=-0.97t\), \(s_{\rm qp}=0.46t\) at \(\delta=0.06\) instead of \(0.16t\), and local stability up to about 0.19 instead of 0.116.

For \(t\approx0.4\) eV, a typical scale for one-band models of cuprates, the cost at \(\delta=0.06\) would be about 0.07 eV with the square patch and about 0.18 eV with the circular one. Real materials have magnetic and superconducting correlations, longer-range interactions and finite temperature. How far these move the gap or the critical doping is not determined here, so this is an energy scale of the model and not a predicted pseudogap.

The full set of values is in the numerical output below.

## Computed values

```
U = 7.5 t rejected: antinodal filling 0.2095 at doping 0.04, energy -0.00949 t relative to selective
U = 8.0 t, t' = -0.4 t
patch means: nodal -1.2275 t, antinodal 1.2275 t
nodal band: bottom -2.400 t, top 2.992 t
antinodal band: bottom -1.757 t, top 5.600 t
dimer hopping = 1.2275 t
singlet energy = -0.6933 t (triplet at 0)
U=0, doping 0.2: E functional -2.9474 t, direct -2.9474 t per dimer
critical doping (local stability) = 0.1158 holes per site
metallic onset (full minimization) = 0.084 holes per site
full minus selective energy at doping 0.06 = -3.0e-11 t
soft mode at critical doping, weights:
  dimer state M: 0.048
  dimer state T: 0.777
  dimer state S: 0.008
  dimer state PPM: 0.167
degenerate triplet: first unstable grid doping = 0.01
degenerate triplet: s at doping 0.06 = -0.3938 t
s at doping 0.06: formula 0.1627 t, displacement 0.1629 t
antinodal edge weight Z at doping 0.06 = 0.411
doping | s of selective state (t) | antinodal qp filling per spin | singlet | triplet weight | mu (t)
0.02 | 0.4021 | 0.00000 | 0.960 | 0.0000 | 2.931
0.05 | 0.2063 | 0.00000 | 0.902 | 0.0000 | 2.425
0.08 | 0.0923 | 0.00000 | 0.844 | 0.0000 | 2.053
0.11 | 0.0130 | 0.19253 | 0.400 | 0.2775 | 1.960
0.14 | -0.0461 | 0.19868 | 0.346 | 0.2890 | 1.659
0.17 | -0.0928 | 0.20094 | 0.299 | 0.2936 | 1.384
0.20 | -0.1314 | 0.19961 | 0.259 | 0.2918 | 1.129
0.25 | -0.1805 | 0.18919 | 0.208 | 0.2749 | 0.736
0.30 | -0.2153 | 0.17122 | 0.171 | 0.2454 | 0.382
selective state, doping 0.06:
  qp filling per spin: nodal 0.9400, antinodal 0.00000
  nodal Z = 0.785, mu = 2.291 t
  singlet weight 0.882, triplet weight 0.0000
  physical antinodal electrons per dimer = 0.396
metallic state, doping 0.35:
  qp filling per spin: nodal 0.5018, antinodal 0.14820
  nodal Z = 0.690, mu = 0.067 t
  singlet weight 0.145, triplet weight 0.2082
  physical antinodal electrons per dimer = 0.333
metallic antinodal Z = 0.771
metallic energy gain over selective = 0.04129 t
metallic nodal bath: |V| = 0.674 t, level = 0.361 t
metallic antinodal bath: |V| = 1.025 t, level = 0.304 t
largest bath-model mismatch = 7.6e-10
```
